\section*{Uncovered Probability at the Corner and Centre of a Growing Facet}

\section{Problem}

A flat square facet of side $L$ carries no islands at time $t=0$. From then on, islands of a new atomic layer nucleate on bare ground at random places and times, with a constant rate $J$ per unit area and time. Nothing nucleates outside the facet. Each island is a disc that starts with negligible radius and whose edge advances at constant speed $v$. Discs that meet merge, and growth stops at the facet's boundary. Let $P(\mathbf x,t)$ be the probability that the point $\mathbf x$ is still uncovered at time $t$.

\begin{enumerate}
\item Express $P(\mathbf x,t)$ through the area $A(\mathbf x,R)$ of that part of a disc of radius $R$ about $\mathbf x$ which lies inside the facet.
\item Show that at early times $P$ at a corner is the fourth root of $P$ at the centre, and find how long ``early'' lasts.
\item Find how the relation fails just after that time, and what replaces it at late times.
\item Evaluate both probabilities at $0.5$, $1.0$ and $1.4$~s for $L=200~\mu$m, $v=100~\mu$m/s and $J=10^{-4}~\mu$m$^{-2}$s$^{-1}$. These are rough or round values for one silver monolayer electrodeposited on a dislocation-free Ag(100) facet. Judge what the model leaves out.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Nucleation on bare ground alone is awkward, because the bare area is itself random. Ask what would change if fictitious nuclei were also allowed on covered ground.
\item Stand at $\mathbf x$ and look back. Where must a nucleus born at time $s$ have been, to have covered $\mathbf x$ by time $t$?
\item Draw the disc of part 1 about the centre and about a corner. Which of the two meets a further wall first?
\item For late times, exchange the order of integration: for each place on the facet, ask for how long a nucleus born there could still have reached $\mathbf x$.
\end{enumerate}

\section{Solution}

\subsection{Fictitious nuclei do no harm}

The facet is convex, so the straight line from a nucleus at $\mathbf x_i$ to any point $\mathbf x$ stays on it. An island born at $t_i$ therefore reaches $\mathbf x$ at $t_i+|\mathbf x-\mathbf x_i|/v$, and $\mathbf x$ is first covered at the smallest of these times.

Now add a fictitious nucleus $j$ on ground already covered by island $i$, so that $|\mathbf x_j-\mathbf x_i|\le v(t_j-t_i)$. By the triangle inequality,
\begin{align}
t_i+\frac{|\mathbf x-\mathbf x_i|}{v}
&\le t_i+\frac{|\mathbf x_j-\mathbf x_i|}{v}+\frac{|\mathbf x-\mathbf x_j|}{v}\nonumber\\
&\le t_j+\frac{|\mathbf x-\mathbf x_j|}{v}.
\end{align}
Island $i$ arrives no later than $j$, so $j$ leaves the first arrival unchanged. If $i$ is itself fictitious, the same step leads to a still earlier island, and the chain ends at a true one. We may therefore let nuclei appear everywhere on the facet at rate $J$, independently of what is covered. They then form a Poisson process.

\subsection{The uncovered probability}

A nucleus born at $s$ has radius $R=v(t-s)$ at time $t$. It covers $\mathbf x$ if it was born within $R$ of $\mathbf x$, that is, in the area $A(\mathbf x,v(t-s))$. The probability that no such nucleus is born during $ds$ is $1-JA\,ds$. Births in different intervals are independent, so the probabilities multiply and their logarithms add. With $\ln(1-JA\,ds)\to -JA\,ds$,
\begin{equation}
P(\mathbf x,t)=e^{-E(\mathbf x,t)},\qquad
E(\mathbf x,t)=J\int_0^t A\bigl(\mathbf x,v(t-s)\bigr)\,ds .
\label{eq:P}
\end{equation}
The exponent $E$ is the mean number of nuclei, fictitious ones included, that could have covered $\mathbf x$.

\subsection{Corner and centre}

A disc about the centre lies wholly inside the facet if $R\le L/2$. A disc about a corner has one quadrant on the facet, and this quadrant meets no further wall if $R\le L$. Hence
\begin{equation}
A_{\rm centre}=\pi R^2\ \ (R\le L/2),\qquad
A_{\rm corner}=\tfrac14\pi R^2\ \ (R\le L).
\end{equation}
The largest radius in \eqref{eq:P} is that of an island born at $s=0$, namely $vt$. For $vt\le L/2$ both expressions hold throughout the integral. Since $\int_0^t(t-s)^2ds=t^3/3$,
\begin{align}
E_{\rm centre}&=\pi Jv^2\int_0^t(t-s)^2ds=\frac{\pi}{3}Jv^2t^3,\\
E_{\rm corner}&=\frac{\pi}{4}Jv^2\int_0^t(t-s)^2ds=\frac{\pi}{12}Jv^2t^3=\tfrac14E_{\rm centre}.
\end{align}
Exponentiating gives the required relation with its range:
\begin{equation}
P_{\rm corner}(t)=\bigl[P_{\rm centre}(t)\bigr]^{1/4},\qquad t\le \frac{L}{2v}.
\label{eq:root}
\end{equation}

The centre can be covered from four quadrants and the corner from one. The numbers of nuclei in the four quadrants are independent, so the centre stays bare only if four independent events occur, each as probable as the corner staying bare. At an edge midpoint two quadrants count, and the same argument gives a square root.

``Early'' means that the centre has not yet felt the walls; it does not require small coverage. Nor need the facet be large in any sense beyond $L\ge 2vt$. The corner must be understood as a point whose distance $b$ from both walls is much less than $vt$. For $R\gg b$ such a point sees an extra area of about $2bR$. This raises its exponent by about $J\int_0^t2bv(t-s)\,ds=Jbvt^2$, which is $12b/(\pi vt)$ relative to $E_{\rm corner}$.

The factor $1/4$ arises separately for each birth time $s$, so $J$ and $v$ may vary with clock time, provided the oldest radius $\int_0^t v\,dt'$ does not exceed $L/2$. The triangle argument survives if time is replaced by the distance $\int v\,dt'$ travelled by an edge. As a test, the rate $J(1+2s)$ and the speed $60+60s$ (in $\mu$m/s, with $s$ in seconds) give an oldest radius of $90~\mu$m at $1$~s, and direct integration of the clipped areas gives an exponent ratio of $0.25000$. A speed that depends on an island's own age is not covered: a young fictitious disc might then outrun the disc that contains it.

\subsection{After the walls are felt}

Write $h=L/2$. For $h<R\le\sqrt2\,h$ the disc about the centre loses four separate circular segments. Each is a sector of half-angle $\arccos(h/R)$ minus a triangle:
\begin{equation}
S(R)=R^2\arccos\frac hR-h\sqrt{R^2-h^2}.
\end{equation}
The centre's exponent therefore falls short of $\pi Jv^2t^3/3$ by
\begin{equation}
D=\frac Jv\int_h^{vt}4S(R)\,dR ,
\end{equation}
where $ds=-dR/v$ was used. To find $D$ just after the limit, slice a segment into strips at depth $u$ below its top. A strip has length $2\sqrt{2Ru-u^2}\approx2\sqrt{2hu}$, so with $\delta=R-h\ll h$
\begin{equation}
S\approx2\sqrt{2h}\int_0^{\delta}u^{1/2}du=\frac43\sqrt{2h}\,\delta^{3/2}.
\end{equation}
Multiplying by four and integrating $\delta^{3/2}$ from $0$ to $vt-h$, which gives $\frac25(vt-h)^{5/2}$, we obtain
\begin{equation}
D\approx\frac{32\sqrt2}{15}\,\frac Jv\,\sqrt h\,(vt-h)^{5/2}.
\label{eq:D}
\end{equation}
The corner's exponent keeps its form until $vt=L$. As long as $vt\le\sqrt2\,h$, so that the four segments are still separate, we therefore have
\begin{equation}
\ln P_{\rm corner}-\tfrac14\ln P_{\rm centre}
=-\frac{\pi Jv^2t^3}{12}+\frac14\left(\frac{\pi Jv^2t^3}{3}-D\right)=-\frac D4 .
\end{equation}
The corner is now bare less often than the fourth root predicts, because the centre has lost part of its supply and the corner has not. The power $5/2$ makes the failure set in gently.

A relation that holds at all times follows by reflection. Four mirror copies of the facet around one corner form a square of side $2L$ centred on that corner. A disc about this point has a quarter of its clipped area in each copy, whatever $R$ is. Hence
\begin{equation}
P_{\rm corner}(L,t)=\bigl[P_{\rm centre}(2L,t)\bigr]^{1/4}.
\label{eq:mirror}
\end{equation}
Equation~\eqref{eq:root} holds as long as the centre cannot tell side $L$ from side $2L$.

At late times, $vt\ge\sqrt2L$, every place on the facet can contribute. A nucleus born at distance $d$ from $\mathbf x$ covers it by time $t$ if it was born before $t-d/v$. Integrating over places instead of birth times,
\begin{equation}
E(\mathbf x,t)=J\int\left(t-\frac dv\right)d^2x'=JL^2\left(t-\frac{\bar d}{v}\right),
\end{equation}
where $\bar d$ is the mean distance from $\mathbf x$ to the points of the facet. By the same reflection, $\bar d$ for the corner equals that for the centre of a square of side $2L$, which is $2\bar d_{\rm centre}$. The ratio of the exponents therefore tends to $1$, while $P_{\rm corner}/P_{\rm centre}$ settles at the constant $\exp(JL^2\bar d_{\rm centre}/v)$. The corner is then simply behind the centre by the fixed time $\bar d_{\rm centre}/v$.

\subsection{Numbers for the silver layer}

The limit is $L/(2v)=200/(2\times100)=1.0$~s. At that moment
\begin{equation}
E_{\rm centre}=\frac{\pi}{3}\times10^{-4}\times100^2\times1^3=1.0472,\qquad
E_{\rm corner}=\frac{1.0472}{4}=0.2618 .
\end{equation}
At $0.5$~s both exponents are smaller by $2^3=8$. At $1.4$~s the unbounded value $1.0472\times1.4^3=2.8735$ must be reduced by $D=0.3343$, which leaves $2.5392$ for the centre.

\begin{center}
\begin{tabular}{ccccc}
$t$ (s) & $vt$ ($\mu$m) & $P_{\rm centre}$ & $P_{\rm corner}$ & $P_{\rm centre}^{1/4}$\\
0.5 & 50 & 0.8773 & 0.9678 & 0.9678\\
1.0 & 100 & 0.3509 & 0.7697 & 0.7697\\
1.4 & 140 & 0.0789 & 0.4875 & 0.5300
\end{tabular}
\end{center}

At $1.0$~s the centre is more likely covered than not, yet the relation still holds. At $1.4$~s the root is too high by the factor $e^{D/4}=e^{0.0836}=1.087$. The leading law \eqref{eq:D} gives $D=0.3053$, about $9\%$ below the full value; its small parameter $(vt-h)/h$ has by then grown to $0.4$.

A simulation of $200\,000$ facets, in which true islands formed on bare ground alone, gave $0.3517$ and $0.7697$ for centre and corner at $1.0$~s, and $0.0794$ and $0.4881$ at $1.4$~s. The differences from the table are within two standard errors. Up to $1.4$~s a fraction $0.307$ of all trial nuclei fell on covered ground, and including them left every arrival time at the two points unchanged. The full numerical output follows this text.

\subsection{The real facet}

The facet size and step speed are rough typical magnitudes for such silver facets at an overpotential $\eta=10$~mV. The nucleation rate is a round value that gives a few nuclei per layer, and it is very sensitive to $\eta$. With a rough step energy $\varepsilon=2\times10^{-11}$~J/m and layer charge $q=1.92$~C/m$^2$, an island of radius $r$ costs $2\pi r\varepsilon-\pi r^2q\eta$. This is largest at $r_c=\varepsilon/(q\eta)=1.04$~nm, where it equals $\pi\varepsilon^2/(q\eta)=0.409$~eV. If $J\propto\exp(-\pi\varepsilon^2/q\eta kT)$ with a constant prefactor, then $d\ln J/d\ln\eta$ equals the barrier over $kT$, which is $14.9$ at $318$~K. A change of $1\%$ in $\eta$ thus changes $J$ by about $15\%$. If $\eta$ is uniform over the facet and follows a time course fixed in advance, the same on every facet, \eqref{eq:root} survives with the limit $\int_0^t v\,dt'\le L/2$; a difference between corner and centre breaks it. So does an $\eta$ that responds to the islands themselves, as through the voltage drop of their own current or under current control, because the births are then no longer independent. If, for instance, $J$ were halved once the first island has formed, $P_{\rm corner}$ at $1.0$~s would be $0.821$ against a fourth root of $0.804$. Growth at a rate of one layer per second, used here as a rough scale, takes a mean current density of $1.92$~A/m$^2$. Across $200~\mu$m of solution with conductivity $20$~S/m the voltage drop for this mean current is of order $1.92\times2\times10^{-4}/20=19~\mu$V, or $0.19\%$ of $\eta$. This is a scale and not a bound: the current flows at the steps and varies from facet to facet, so the drop is larger near steps and on facets with long step edges, while the average difference between centre and corner is smaller. Since $E\propto Jv^2$ and $v$ is taken proportional to $\eta$, a drop of this size changes the exponent by about $(14.9+2)\times0.19\%=3.2\%$.

The walls may also favour nucleation. Suppose, as an assumption and not a measured property, that the rate is doubled in a strip of width $w=1~\mu$m along them. The added area near the corner is again about $2wR$, so $E_{\rm corner}$ rises by about $12w/(\pi vt)=3.8\%$ at $1.0$~s, and $P_{\rm corner}$ falls by about $1\%$ of its value. The centre is unaffected up to the limit, apart from islands that reach it at the last moment. The rise is proportional to the excess rate in the strip, so strongly active walls would spoil the relation.

Two further effects are smaller or local. Voltage drop and ion depletion beside a moving step lower $J$ by roughly $3$ to $4\%$ at $1~\mu$m from it; the consequence for $P$ was not computed. If small islands grow at $v(1-r_c/R)$ from $R=2r_c$, then after $100~\mu$m they lag by $12$~nm behind islands that start at the same radius and always grow at $v$, which is negligible here. A screw dislocation would supply steps without nucleation, and the model would then not apply.

The model also follows one layer only. On a real facet, nuclei can form on covered ground too, where they start the second layer or, less often, a higher one. At the same rate $J$ there would be about $0.307\times JL^2\times1.4~\mathrm{s}=1.7$ of them per facet by $1.4$~s. If all steps move at the same speed, their edges never overtake the edge below, so $P$ for the first layer is unchanged. A measured current, however, would include their growth.

\section{Variation 1: a fixed number of discs}

\textbf{Question.} Exactly $N$ discs are placed independently and uniformly on the facet, all of radius $R\le L/2$. Does the fourth-root relation hold?

\textbf{Solution.} One disc misses the centre with probability $1-a$, where $a=\pi R^2/L^2$, and misses the corner with probability $1-a/4$. Hence
\begin{equation}
P_{\rm centre}=(1-a)^N,\qquad P_{\rm corner}=\left(1-\frac a4\right)^N .
\end{equation}
Expanding $\ln(1-z)=-z-z^2/2-\dots$,
\begin{align}
\ln P_{\rm corner}-\tfrac14\ln P_{\rm centre}
&=N\left(-\frac a4-\frac{a^2}{32}\right)+\frac N4\left(a+\frac{a^2}{2}\right)+\dots\nonumber\\
&=\frac{3Na^2}{32}+\dots
\end{align}
The relation fails at second order in $a$. With a fixed total, discs absent from one quadrant must lie elsewhere, so the four quadrants are no longer independent. At fixed $R$ and fixed density $N/L^2$, the mismatch falls as $1/L^2$, and here a large facet is truly needed.

For $N=10$, $R=50~\mu$m and $L=200~\mu$m, $a=0.1963$. Then $P_{\rm centre}=0.1124$, whose fourth root is $0.5790$, while $P_{\rm corner}=0.6045$. The logarithmic mismatch is $0.0431$. With the side four times larger and the same density it drops to $0.00228$.

\section{Variation 2: islands that are not round}

\textbf{Question.} Islands keep a fixed convex shape, symmetric under a half-turn, and grow in proportion to their age. When does the relation survive?

\textbf{Solution.} Because of the half-turn symmetry, the nuclei that cover $\mathbf x$ lie in a copy of the island centred on $\mathbf x$. Convexity keeps a younger island inside the older one that contains its nucleus, so \eqref{eq:P} holds with the new area. What matters is the share of the island's area in the quadrant facing the facet. If the shape is also unchanged by a quarter-turn, that turn carries each quadrant into the next, and the share is $1/4$. The relation then holds until the island about the centre touches a wall.

Square islands with sides parallel to the facet and half-side $vt$ keep the same limit, $vt=L/2$. Their area is $4R^2$ instead of $\pi R^2$, so both exponents grow by the factor $4/\pi=1.27$. The individual probabilities change noticeably, but the fourth root stays.

An ellipse of aspect ratio $1.5$, with its long axis along the facet's diagonal, behaves differently. At a corner on that diagonal, the quadrant extends $45^\circ$ to either side of the long axis. Compressing this axis by $1.5$ turns the ellipse into a circle, preserves ratios of areas, and moves the quadrant's sides to $\pm\arctan1.5$. The share is
\begin{equation}
\frac{2\arctan1.5}{2\pi}=0.3128,
\end{equation}
so $P_{\rm corner}=P_{\rm centre}^{0.3128}$ at early times. At the two neighbouring corners the power is $0.5-0.3128=0.1872$, since two adjacent quadrants make up half the ellipse.

\section*{Values computed for the example and the checks}
\begin{verbatim}
facet side L = 200 um
edge speed v = 100 um/s
nucleation rate J = 1.0e-04 1/(um^2 s) = 1.0e+04 1/(cm^2 s)
time limit L/(2v) = 1.00 s
mean number of nuclei counted by the limit = 4.0
t = 0.5 s: disc radius vt = 50 um
  exponents centre, corner = 0.1309, 0.0327
  P centre = 0.8773 (simulated 0.8785)
  P corner = 0.9678 (simulated 0.9679)
  fourth root of P centre = 0.9678
t = 1.0 s: disc radius vt = 100 um
  exponents centre, corner = 1.0472, 0.2618
  P centre = 0.3509 (simulated 0.3517)
  P corner = 0.7697 (simulated 0.7697)
  fourth root of P centre = 0.7697
t = 1.4 s: disc radius vt = 140 um
  exponents centre, corner = 2.5392, 0.7184
  P centre = 0.0789 (simulated 0.0794)
  P corner = 0.4875 (simulated 0.4881)
  fourth root of P centre = 0.5300
simulated facets = 200000
share of fictitious nuclei up to 1.4 s = 0.307
exponent ratio corner/centre, varying J and v = 0.25000
centre deficit D at 1.4 s = 0.3343
  leading law for D at 1.4 s = 0.3053
fixed number: N = 10, R = 50 um, a = 0.1963
  P centre = 0.1124, P corner = 0.6045
  fourth root of P centre = 0.5790
  log mismatch, side L = 0.0431
  log mismatch, side 4L, same density = 0.00228
square island: quadrant share = 0.2500
  exponent relative to discs = 1.2732
ellipse, aspect 1.5, tilt 45 deg: share = 0.3128
wall strip 1 um, doubled rate, at the limit:
  corner exponent rises by 3.78 %
overpotential = 10 mV, temperature = 318 K
atom spacing = 0.289 nm, step energy = 2.0e-11 J/m
conductivity = 20 S/m, silver ions = 6000 mol/m^3
ion diffusivity = 1.0e-09 m^2/s
critical radius = 1.04 nm, barrier = 0.409 eV
d ln J / d ln overpotential = 14.9
layer charge = 1.92 C/m^2, mean current = 1.92 A/m^2
lateral ohmic drop, upper estimate = 19.2 uV
  resulting exponent change = 3.2 %
nucleation loss 1 um from a moving step = 3.4 %
slow-start lag = 12.0 nm, relative to vt = 1.2e-04
\end{verbatim}
